A neutral defect formation energy can carry the semilocal band-gap error. If a correction raises conduction-derived orbitals by $\Delta$, and the valence edge, the geometry and the atomic reservoirs are held fixed, a neutral defect with $n$ electrons in such orbitals rises by roughly $n\Delta$, provided those orbitals mix only weakly into the valence states. In the model worked out below, a neutral anion vacancy has $n=2$ and $\Delta=3.0$ eV, and its formation energy rises by 6.15 eV (0.226 hartree). A neutral isovalent anion, which has $n=0$, rises by only 0.02 eV.

## The belief and its appeal

For a defect of charge $q$, made by adding $n_i$ atoms of species $i$ (negative for removal), the formation energy is

$$
E_f(q)=E_q-E_{\rm host}-\sum_i n_i\mu_i+q\,(E_{\rm VBM}+E_F),
$$

with the Fermi energy $E_F$ measured from the valence edge $E_{\rm VBM}$. At $q=0$ the last term vanishes, and no band edge is left in the formula. What remains are ground-state total energies. It seems to follow that the gap error belongs to charged defects, and that neutral energies can be kept as computed.

There is a sound point here. A Kohn–Sham eigenvalue gap that differs from the fundamental gap does not by itself prove a total energy wrong: the exact functional would give correct total energies and could still have too small an eigenvalue gap. But a semilocal functional is an approximation to the total energy. When a better functional changes the cost of placing an electron in a conduction-derived orbital, it can change the total energy of any system in which such an orbital is occupied, neutral ones included. That cost is a difference between two total energies, so each energy must be computed to see which one moves. The term $qE_{\rm VBM}$ shows where a band edge enters explicitly; it does not show which orbitals are filled inside $E_q$.

## The energy shift

Let $\gamma$ be the one-electron density matrix, and switch the correction on with a parameter $\lambda$ from 0 to 1:

$$
E_\lambda=\min_\gamma\{E_0[\gamma]+\lambda D[\gamma]\}.
$$

The electron number and the nuclear positions are fixed. Differentiating at the minimizing $\gamma_\lambda$ gives the explicit derivative $D[\gamma_\lambda]$ plus a term from the change of $\gamma_\lambda$. The second term vanishes because the energy is stationary there. Hence

$$
\frac{dE_\lambda}{d\lambda}=D[\gamma_\lambda],\qquad
E_1-E_0=\int_0^1D[\gamma_\lambda]\,d\lambda .
$$

Applying this to defect and host and subtracting gives, for $q=0$,

$$
\Delta E_f=\int_0^1\left\{D[\gamma_\lambda^{\rm def}]-D[\gamma_\lambda^{\rm host}]\right\}d\lambda-\sum_i n_i\,\Delta\mu_i .
$$

Nothing here vanishes because the cell is neutral. The shift is small only if the correction, averaged over $\lambda$, acts almost equally on defect and host, or if the reservoir term cancels the difference.

The variational principle also bounds each total energy. Using $\gamma_0$ as a trial state at $\lambda=1$ gives $E_1\le E_0+D[\gamma_0]$. Using $\gamma_1$ at $\lambda=0$ gives $E_0\le E_1-D[\gamma_1]$. Together,

$$
D[\gamma_1]\le E_1-E_0\le D[\gamma_0].
$$

Subtracting the host's bounds from the defect's is permitted but of little use, because the slack in the host grows with cell size. For the vacancy below, it confines the shift only to between $-0.5$ and $12.9$ eV.

## A host whose gap can be corrected

Take a rocksalt lattice with one $s$ orbital on each cation and three $p$ orbitals on each anion. The electrons are independent, the $p$ energy is zero, and the $s$ energy is $\varepsilon_s$. Each cation has anions at $\pm d$ along each axis. The $s$–$p$ hopping has opposite signs on the two sides, so for wavevector $k$ the coupling along axis $a$ is

$$
t_{sp}\left(e^{ik_ad}-e^{-ik_ad}\right)=2i\,t_{sp}\sin k_ad .
$$

Hopping $-t_{ss}$ to the twelve nearest cations gives the $s$ band

$$
s_k=\varepsilon_s-4t_{ss}(c_xc_y+c_yc_z+c_zc_x),\qquad c_a=\cos k_ad .
$$

One combination of the three $p$ orbitals couples to $s$; the other two stay at zero. The coupled energies obey

$$
\varepsilon(\varepsilon-s_k)=4t_{sp}^2\sum_a\sin^2k_ad .
$$

The right side is not negative and $s_k>0$, so one root lies at or below zero and the other at or above $s_k$. The valence edge is therefore at zero. The smallest $s_k$ is at $k=0$, where the coupling vanishes, so the gap is $\varepsilon_s-12t_{ss}$.

Now let $D[\gamma]=\Delta N_s$, where $N_s$ is the electron population of all cation $s$ orbitals. This replaces $\varepsilon_s$ by $\varepsilon_s+\lambda\Delta$: the gap opens by $\lambda\Delta$ and the valence edge stays put. With fixed reservoirs,

$$
\Delta E_f=\Delta\int_0^1\left(N_s^{\rm def}-N_s^{\rm host}\right)d\lambda .
$$

The parameters are $d=2.1$ Å, $t_{sp}=0.6$ eV, $t_{ss}=0.4$ eV and an uncorrected gap of 4.5 eV, so $\varepsilon_s=4.5+12(0.4)=9.3$ eV. With $\Delta=3.0$ eV the gap becomes 7.5 eV.

## Why the neutral vacancy holds two such electrons

A host with $M$ anions has $6M$ electrons, which fill its $3M$ valence states. A neutral anion takes away three $p$ orbitals, with room for six electrons, but only four $p$ electrons. The vacancy cell therefore has

$$
6M-4=6(M-1)+2
$$

electrons. Its $3(M-1)$ remaining valence states hold all but two, and these two occupy a state drawn down from the conduction band.

In the model, the six cations around the vacancy feel an attraction of 3.0 eV, and hopping between neighbouring members of the six is strengthened to 1.0 eV. Each has four such neighbours. Their symmetric combination, before it couples to the rest of the crystal, lies at $9.3-3.0-4(1.0)=2.3$ eV. The full calculation, in a periodic cube of edge 12.6 Å, puts the gap level at 2.36 eV before the correction and 5.08 eV after it, a rise of 2.72 eV.

The excess population $N_s^{\rm def}-N_s^{\rm host}$ is 2.095 electrons before the correction and 2.021 after it. The initial value alone gives the first-order estimate $3.0\times2.095\approx6.28$ eV. Integrating over $\lambda$ gives 6.15 eV, as does direct subtraction of total energies. The first-order estimate is about 2% above the full shift.

## Level shift and total-energy shift

For independent electrons, the neutral vacancy differs from the 2+ vacancy by two electrons in the gap level $\varepsilon_d$, so $E_{\rm neutral}^{\rm vac}=E_{2+}^{\rm vac}+2\varepsilon_d$ at every $\lambda$. The shifts obey the same relation:

$$
6.15\ \text{eV}=0.71\ \text{eV}+2(2.72\ \text{eV}).
$$

The 0.71 eV belongs to the 2+ state. It has no electrons in the gap level, but its filled valence states contain more cation $s$ character than those of the host. The excess comes from the attraction and the strengthened hopping on the six neighbours; without them the 2+ shift is about $-0.1$ eV.

A two-level limit shows why the total comes so close to $2\Delta$, although the gap state has only 83% $s$ weight before the correction. Let an $s$ combination at energy $a+\lambda\Delta$ couple with strength $\sigma$ to a $p$ combination at zero. The two eigenvalues add up to the trace, $\varepsilon_++\varepsilon_-=a+\lambda\Delta$. With two electrons in each, the energy is $2(a+\lambda\Delta)$, which rises by $2\Delta$ whatever the value of $\sigma$. The $s$ weight missing from the upper state sits in the filled lower one. In the full model this accounting is approximate, because the vacancy also changes other valence states and the host contribution is subtracted. It supplies $6.00-5.44=0.56$ eV of the 0.71 eV. The remainder is small here because $s$–$p$ mixing is weak, and it grows with $t_{sp}$.

## Comparison by electron count

The same correction, with fixed reservoirs and geometry, gives:

| Defect | Conduction-derived electrons | Shift (eV) |
|---|---:|---:|
| Neutral isovalent anion | 0 | 0.02 |
| Vacancy, 2+ | 0 | 0.71 |
| Neutral donor | 1 | 3.05 |
| Neutral vacancy | 2 | 6.15 |

The isovalent anion has its $p$ level raised by 1.0 eV, and the donor site has an attraction of 2.0 eV. That attraction is too weak to bind an electron in this lattice, where about 4 eV would be needed. The donor's electron therefore sits at the conduction edge, spread through the cell, and rises with that edge. Three of these defects are neutral, yet their shifts run from nearly zero to about $2\Delta$. Charge does not sort them; the occupied orbitals do. The 2+ entry shows that the electron count is a leading estimate, since altered valence states also contribute.

The belief also damages charged energies. Suppose the neutral energy is held at its uncorrected value while the gap level is corrected. Since $E_f(2+)=E_f(0)-2(\varepsilon_d-E_F)$ with the valence edge at zero, the 2+ energy then falls by $2(2.72)=5.44$ eV at fixed $E_F$. In the model it actually rises by 0.71 eV. The level is right, but both formation energies are 6.15 eV too low.

For dilute vacancies, with all other factors fixed, the concentration varies as $e^{-E_f/k_BT}$. At 1500 K the 6.15 eV rise lowers the model's neutral vacancy concentration by 20.7 powers of ten.

## If the valence edge moves instead

A gap can also open by lowering the $p$ orbitals by $\delta$. That equals a uniform shift $-\delta$ of all orbitals plus a rise of the $s$ orbitals by $\delta$. The uniform part changes the defect-minus-host energy by $-\delta(-4)=+4\delta$, because the vacancy cell has four fewer electrons. If the removed anion in its reservoir receives the same shift, $\Delta\mu=-4\delta$. With $n_i=-1$, the reservoir term contributes $+\Delta\mu=-4\delta$, and the uniform part cancels. What remains is the earlier problem with $\Delta=\delta$, so the neutral vacancy again rises by about $2\delta$. If the reservoir is corrected differently, the cancellation is incomplete.

## What the number means for a real oxide

The spacing and gaps are in the rough regime of magnesium oxide, an insulating barrier material whose real gap is a little under 8 eV. The $s$–$p$ mixing is not: the model's valence band is 0.44 eV wide, against roughly 5 eV in the oxide. Raising $t_{sp}$ to 2.5 eV, which gives a width of 5.2 eV, with the other parameters unchanged moves the neutral vacancy shift to 7.3 eV and the 2+ shift to 1.7 eV, so the electron count becomes a cruder guide. The 6.15 eV is not a prediction for that oxide. One assumption at risk is that the vacancy electrons live on cation $s$ orbitals and follow them fully. In the real neutral oxygen vacancy, much of their density lies in the cavity, and an improved functional also changes the valence states and the oxygen reservoir. If, for illustration, the level followed only a quarter of the 3.0 eV opening, the two-electron part would be $2(0.25)(3.0)=1.5$ eV instead of 5.4 eV, and the other terms could add to it or offset it. The shift must then be found from total energies with the improved functional, applied consistently to defect, host and reservoirs.

Cell size, small displacements and on-site repulsion matter less within the model; the reservoir can matter much more. Enlarging the cell edge from 12.6 to 16.8 Å changes the shift by $-0.02$ eV. By an edge of 25.2 Å the values have settled at 6.12 eV (0.225 hartree) for the neutral shift, 2.41 and 5.11 eV for the gap level and 0.72 eV for the 2+ shift, and the concentration drop is smaller by 0.1 power of ten. The last digit of the vacancy values quoted above therefore belongs to the 12.6 Å cell. With hoppings that fall as the inverse square of distance, moving the six neighbours by 0.1 Å changes it by $-0.05$ eV inward and $+0.06$ eV outward. The geometry is the same before and after the correction; different relaxation in the two cases is not included. A mean-field on-site repulsion of 4.0 eV changes it by $-0.11$ eV in a smaller cell of edge 8.4 Å. In a cation-rich reservoir, $\mu_{\rm anion}=E_{\rm bulk}-\mu_{\rm cation}$ per formula unit, which adds 0.11 eV if the metal's energy is unchanged. If the correction instead raised two $s$ electrons per cation in the metal by the full 3.0 eV, $\mu_{\rm cation}$ would rise by 6.0 eV and the vacancy shift would be only $6.15+0.11-6.00=0.26$ eV. The main result therefore depends on holding the reservoir fixed. The full values are in the numerical output below.

## Computed values

```
Cation-anion spacing: 2.1 angstrom
Uncorrected host gap: 4.5 eV
Correction of cation s orbitals: 3.0 eV
Corrected host gap: 7.5 eV
s-p hopping: 0.6 eV
s-s hopping: 0.4 eV
s-s hopping across vacancy: 1.0 eV
Attraction on vacancy neighbours: 3.0 eV
Attraction on donor site: 2.0 eV
p-level rise at isovalent anion: 1.0 eV
Main supercell edge: 12.6 angstrom
Anions in perfect main supercell: 108 atoms
Vacancy level before correction: 2.363 eV above valence edge
Vacancy level after correction: 5.082 eV above valence edge
Vacancy-level shift: 2.719 eV
s weight of gap state before: 0.826 (fraction)
s weight of gap state after: 0.952 (fraction)
Gap-state weight on six neighbours before: 0.693 (fraction)
Gap-state weight on six neighbours after: 0.836 (fraction)
Ns(vac0)-Ns(host) before: 2.095 electrons
Ns(vac0)-Ns(host) after: 2.021 electrons
Neutral vacancy shift, total energies: 6.146 eV
Neutral vacancy shift, population integral: 6.146 eV
Neutral vacancy shift, main result converted: 0.2259 hartree
Neutral vacancy shift, first-order estimate: 6.284 eV
Neutral vacancy shift / DELTA: 2.049 (ratio)
Loose lower bound from subtracted bounds: -0.510 eV
Loose upper bound from subtracted bounds: 12.857 eV
Neutral isovalent-anion shift: 0.0237 eV
Neutral donor shift: 3.054 eV
2+ vacancy shift at valence edge: 0.708 eV
Spurious 2+ shift if neutral is held fixed: -5.438 eV
Temperature for concentration: 1500 K
Drop in neutral vacancy concentration: 20.7 powers of ten
Neutral shift, L=4 cell: 6.232 eV
Neutral shift, L=8 cell: 6.121 eV
Change from L=6 to L=8: -0.0248 eV
Neighbour displacement tested: 0.1 angstrom
Change of shift, neighbours inward: -0.0534 eV
Change of shift, neighbours outward: 0.0554 eV
On-site repulsion tested: 4.0 eV
Neutral shift with repulsion, L=4: 6.127 eV
Same by population integral, L=4: 6.127 eV
Change of shift due to repulsion, L=4: -0.1055 eV
Host energy shift per formula unit: 0.110 eV
```
